**Johnson noise from local diffusion noise: numerical tests**

The program tests that the impedance-field integral S_V = ∫|∇Z|² 4q²Dn dV gives 4kTR for a uniform film in equilibrium. Here Z is the open-terminal voltage per unit injected current, n the electron density, D = μkT/q the diffusivity, μ the mobility and R the resistance. A random-walk simulation asserts the strength, whiteness and link independence of the noise source, and master equations assert the balance of noise and response for disordered and crowded hopping. A drift-diffusion–Poisson solver asserts the linear form of Z, the finite-frequency relation S_V = 4kT Re Z_LL (Z_LL is the terminal impedance) and the small excess under bias. A random resistor network with a depleted layer asserts that nonuniform conductivity leaves the law intact. For the example film the output shows R = 624 kΩ and S_V = 1.034×10⁻¹⁴ V²/Hz, or 102 nV/√Hz. The largest omitted effect among those estimated for the equilibrium white-noise level is surface depletion, which raises R by about 30% for an assumed band bending of 0.1 V.

## Numerical verification

```python
"""Johnson noise of a uniform oxide resistor by the impedance-field method.

Result under test (one-sided spectra, open circuit, equilibrium):
    S_V = integral |grad Z|^2 4 q^2 D n dV = 4 k T R,   D = mu k T / q
Z(x): terminal voltage per unit current injected at x, far contact grounded
n: electron density, mu: mobility, D: diffusivity, R: resistance, T: temperature
Scaled transport: lengths in Debye lengths, potentials in kT/q, Z in L_D/(sigma A),
angular frequency in sigma/eps, dc field in (kT/q)/L_D.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import lil_matrix
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)

# ---- local noise source: independent walkers on many small rings ----
replicas, sites, per_site, hop_prob, steps = 2000, 8, 5, 0.01, 800
walkers = sites * per_site
position = rng.integers(0, sites, (replicas, walkers))
row = np.repeat(np.arange(replicas)[:, None], walkers, axis=1)
displacement = np.zeros((replicas, walkers))
source = np.zeros((replicas, sites))
size = replicas * sites
occupancy = np.bincount((row * sites + position).ravel(),
                        minlength=size).reshape(replicas, sites)
for step in range(steps):
    draw = rng.random((replicas, walkers))
    who = np.nonzero((draw < hop_prob) | (draw > 1 - hop_prob))
    move = np.where(draw[who] < hop_prob, 1, -1)
    old = position[who]
    new = (old + move) % sites
    link = np.where(move == 1, old, new)      # link i joins site i and i+1
    crossings = np.bincount(who[0] * sites + link, weights=move,
                            minlength=size).reshape(replicas, sites)
    mean_flux = hop_prob * (occupancy - np.roll(occupancy, -1, axis=1))
    source += crossings - mean_flux
    gain = np.bincount(who[0] * sites + new, minlength=size)
    loss = np.bincount(who[0] * sites + old, minlength=size)
    occupancy = occupancy + (gain - loss).reshape(replicas, sites)
    position[who] = new
    displacement[who] += move
    if step + 1 == steps // 2:
        half_variance = np.mean(source**2)
source_variance = np.mean(source**2)
walk_diffusivity = np.mean(displacement**2) / (2 * steps)
# spectrum 4 D n per link means integrated variance 2 D n t
source_ratio = source_variance / (2 * walk_diffusivity * per_site * steps)
white_ratio = 2 * half_variance / source_variance
neighbour_corr = np.mean(source * np.roll(source, 1, axis=1)) / source_variance
assert abs(source_ratio - 1) < 0.06           # sampling error and finite hop_prob
assert abs(white_ratio - 1) < 0.06
assert abs(neighbour_corr) < 0.05


# ---- fluctuation and response of hopping carriers, from master equations ----
def hopping_generator(energy, carriers, force=0.0, chi=0.0):
    """Generator tilted by exp(chi * displacement), and mean drift per state.
    energy in kT; force is work per hop in kT; one carrier at most per site."""
    count = len(energy)
    states = list(combinations(range(count), carriers))
    index = {state: i for i, state in enumerate(states)}
    generator = np.zeros((len(states), len(states)))
    drift = np.zeros(len(states))
    for state, i in index.items():
        for site in state:
            for direction in (1, -1):
                target = (site + direction) % count
                if target in state:
                    continue
                final = tuple(sorted((set(state) - {site}) | {target}))
                rate = np.exp((energy[site] - energy[target]
                               + direction * force) / 2)
                generator[index[final], i] += rate * np.exp(direction * chi)
                generator[i, i] -= rate
                drift[i] += direction * rate
    return generator, drift


def noise_and_response(energy, carriers, small=1e-3):
    top = [np.linalg.eigvals(hopping_generator(energy, carriers, 0, c)[0]).real.max()
           for c in (small, -small)]
    half_variance_rate = sum(top) / small**2 / 2
    speeds = []
    for force in (small, -small):
        generator, drift = hopping_generator(energy, carriers, force)
        system = generator.copy()
        system[-1] = 1.0
        rhs = np.zeros(len(drift))
        rhs[-1] = 1.0
        speeds.append(drift @ np.linalg.solve(system, rhs))
    return half_variance_rate, (speeds[0] - speeds[1]) / (2 * small)


disorder_D, disorder_mu = noise_and_response(rng.normal(0, 1.0, 10), 1)
assert abs(disorder_D / disorder_mu - 1) < 1e-4
ring, filled = 8, 4
crowd_noise, crowd_response = noise_and_response(np.zeros(ring), filled)
assert abs(crowd_noise / crowd_response - 1) < 1e-4
relaxation = np.sort(np.linalg.eigvalsh(-hopping_generator(np.zeros(ring), filled)[0]))
fick_D = relaxation[1] / (2 - 2 * np.cos(2 * np.pi / ring))
single_D, _ = noise_and_response(np.zeros(ring), 1)
assert abs(fick_D / single_D - 1) < 1e-4      # blocking leaves Fick's D unchanged
naive_excess = filled * fick_D / crowd_noise
assert abs(naive_excess - (ring - 1) / (ring - filled)) < 1e-3


# ---- impedance field from linearized drift-diffusion and Poisson equations ----
def transport_matrix(length, cells, omega=0.0, field=0.0):
    """Unknowns: potential at nodes 1..cells, density at nodes 1..cells-1.
    Rows: carrier continuity, Poisson, then total current at the open terminal."""
    h = length / cells
    inner = cells - 1
    matrix = lil_matrix((cells + inner, cells + inner), dtype=complex)

    def add(row_index, kind, node, value):
        if node == 0 or (kind == "density" and node == cells):
            return                            # grounded contact, ohmic contacts
        column = node - 1 if kind == "potential" else cells + node - 1
        matrix[row_index, column] += value

    def add_conduction(row_index, left, sign):
        add(row_index, "potential", left + 1, -sign / h)
        add(row_index, "potential", left, sign / h)
        add(row_index, "density", left + 1, sign * (1 / h + field / 2))
        add(row_index, "density", left, sign * (-1 / h + field / 2))

    for node in range(1, cells):
        continuity, poisson = node - 1, inner + node - 1
        add_conduction(continuity, node, 1)
        add_conduction(continuity, node - 1, -1)
        add(continuity, "density", node, -1j * omega * h)
        add(poisson, "potential", node + 1, 1 / h)
        add(poisson, "potential", node, -2 / h)
        add(poisson, "potential", node - 1, 1 / h)
        add(poisson, "density", node, -h)
    last = 2 * inner
    add_conduction(last, cells - 1, -1)
    add(last, "potential", cells, 1j * omega / h)
    add(last, "potential", cells - 1, -1j * omega / h)
    return matrix.tocsc()


def impedance(length, cells, omega=0.0, field=0.0):
    matrix = transport_matrix(length, cells, omega, field)
    pick = np.zeros(matrix.shape[0], dtype=complex)
    pick[cells - 1] = 1.0                     # terminal potential
    adjoint = spsolve(matrix.T.tocsc(), pick)
    return np.concatenate(([0], adjoint[:cells - 1], [adjoint[-1]]))


def noise_integral(z, length):
    return np.sum(np.abs(np.diff(z))**2) * (len(z) - 1) / length


length, cells = 40.0, 800
grid = np.linspace(0, length, cells + 1)
z_static = impedance(length, cells)
assert np.max(np.abs(z_static - grid)) < 1e-6
matrix = transport_matrix(length, cells)
inject = np.zeros(matrix.shape[0], dtype=complex)
inject[199] = 1.0                             # unit current into node 200
assert abs(spsolve(matrix, inject)[cells - 1] - z_static[200]) < 1e-6
omega_test = 0.7
z_ac = impedance(length, cells, omega_test)
ac_noise = noise_integral(z_ac, length)
assert abs(ac_noise / z_ac[-1].real - 1) < 1e-6
assert np.max(np.abs(z_ac - grid / (1 + 1j * omega_test))) < 1e-6
field_test = 0.1
z_bias = impedance(length, cells, 0.0, field_test)
bias_excess = noise_integral(z_bias, length) / z_bias[-1].real - 1
bias_formula = field_test**2 / length
layer = 1 - np.exp(-grid) - np.exp(grid - length)
assert abs(bias_excess / bias_formula - 1) < 0.01
# the layer shape is the leading order in the dc field
assert np.max(np.abs(z_bias - grid + field_test * layer)) < 0.05 * field_test

# ---- nonuniform film: random two-dimensional network with a depleted layer ----
columns, layers = 16, 7


def node_number(col, lay):
    if col == 0:
        return -1                             # ground
    if col == columns - 1:
        return 0                              # open terminal
    return 1 + (col - 1) * layers + lay


links = []
for col in range(columns):
    for lay in range(layers):
        for dc, dl in ((1, 0), (0, 1)):
            if col + dc < columns and lay + dl < layers:
                a, b = node_number(col, lay), node_number(col + dc, lay + dl)
                if a != b:
                    scale = 1e-3 if lay + dl >= layers - 2 else 1.0
                    links.append((a, b, scale * np.exp(rng.normal())))
nodes = 1 + (columns - 2) * layers
laplacian = np.zeros((nodes, nodes))
for a, b, g in links:
    for p, r in ((a, b), (b, a)):
        if p >= 0:
            laplacian[p, p] += g
            if r >= 0:
                laplacian[p, r] -= g
transfer = np.append(np.linalg.inv(laplacian)[0], 0.0)   # index -1 is ground
network_noise = sum(g * (transfer[a] - transfer[b])**2 for a, b, g in links)
assert abs(network_noise / transfer[0] - 1) < 1e-9

# ---- worked example: amorphous In-Ga-Zn oxide film, rough typical values ----
q, k, h_planck = const.e, const.k, const.h
T, n, mu, eps_r = 300.0, 1e18, 10.0, 12.0     # K, cm^-3, cm^2/Vs, relative
L, W, t = 100e-4, 20e-4, 50e-7                # cm
eps = eps_r * const.epsilon_0 / 100           # F/cm
VT = k * T / q
area, sigma, D = W * t, q * mu * n, mu * VT
R = L / (sigma * area)
debye = np.sqrt(eps * VT / (q * n))
source_strength = 4 * q**2 * D * n            # A^2/(Hz cm)
z_device = impedance(L / debye, 800).real * debye / (sigma * area)
cell = L / 800
gradient = np.diff(z_device) / cell
S_field = np.sum(gradient**2) * source_strength * area * cell
S_johnson = 4 * k * T * R
assert abs(S_field / S_johnson - 1) < 1e-6

# ---- effects outside the model ----
mass = 0.34 * const.m_e
Nc = 2 * (2 * np.pi * mass * k * T / h_planck**2)**1.5 * 1e-6


def band_density(eta):
    # energy = u^2 removes the square-root edge
    return Nc * 4 / np.sqrt(np.pi) * quad(
        lambda u: u**2 / (1 + np.exp(u**2 - eta)), 0, 8, epsabs=1e-13)[0]


eta = brentq(lambda s: band_density(s) - n, -10, 5)
slope = (band_density(eta + 1e-3) - band_density(eta - 1e-3)) / 2e-3
degeneracy = n / slope
assert abs(degeneracy - 1 - n / (2 * np.sqrt(2) * Nc)) < 2e-3
surface_bend = 0.1
depletion = np.sqrt(2 * eps * surface_bend / (q * n))
contact_RW = 20.0
R_contacts = 2 * contact_RW / W
bias, hooge = 1.0, 1e-2
carriers = n * area * L
corner = hooge * bias**2 / (carriers * S_johnson)
stray = 50e-15
f_stray = 1 / (2 * np.pi * R * stray)
f_dielectric = sigma / (2 * np.pi * eps)
x = h_planck * f_dielectric / (k * T)
quantum = x / 2 / np.tanh(x / 2) - 1
kappa = 1.0                                   # W/(m K)
disc_radius = np.sqrt(L * W / np.pi) * 1e-2   # m
heating = bias**2 / R / (4 * kappa * disc_radius)
E0 = bias / L
device_excess = (E0 * debye / VT)**2 * debye / L
activation = 0.03
S_slope = 1 / T - activation / (VT * T)

print(f"walkers: source variance / (2 D n t) = {source_ratio:.3f}")
print(f"walkers: whiteness ratio = {white_ratio:.3f}")
print(f"walkers: neighbour-link correlation = {neighbour_corr:.4f}")
print(f"disordered hopping: D/(mu kT/q) = {disorder_D/disorder_mu:.6f}")
print(f"exclusion: sites = {ring}, carriers = {filled}")
print(f"exclusion: noise / (kT response) = {crowd_noise/crowd_response:.6f}")
print(f"exclusion: Fick-D noise / true noise = {naive_excess:.4f}")
print(f"solver: L/L_D = {length:.0f}, cells = {cells}")
print(f"solver: max error of static Z = {np.max(np.abs(z_static-grid)):.1e} L_D/(sigma A)")
print(f"solver: omega tau = {omega_test}, S_V/(4kTR) = {ac_noise/length:.6f}")
print(f"solver: Re Z_LL/R at that frequency = {z_ac[-1].real/length:.6f}")
print(f"solver: bias field = {field_test} (kT/q)/L_D")
print(f"solver: bias excess = {bias_excess:.4e}, formula = {bias_formula:.4e}")
print(f"network: noise / (4kTR) = {network_noise/transfer[0]:.9f}")
print(f"temperature = {T:.0f} K, kT/q = {VT*1e3:.3f} mV")
print(f"density = {n:.1e} cm^-3, mobility = {mu:.1f} cm^2/Vs")
print(f"relative permittivity = {eps_r:.0f}")
print(f"length = {L*1e4:.0f} um, width = {W*1e4:.0f} um, thickness = {t*1e7:.0f} nm")
print(f"cross-section = {area:.3e} cm^2")
print(f"conductivity = {sigma:.4f} S/cm")
print(f"resistance = {R/1e3:.2f} kohm")
print(f"diffusivity mu kT/q = {D:.5f} cm^2/s")
print(f"Debye length = {debye*1e7:.3f} nm")
print(f"source 4 q^2 D n = {source_strength:.4e} A^2/(Hz cm)")
print(f"impedance field = {gradient.mean():.4e} ohm/cm")
print(f"S_V from impedance field = {S_field:.5e} V^2/Hz")
print(f"S_V from 4kTR = {S_johnson:.5e} V^2/Hz")
print(f"voltage noise = {np.sqrt(S_field)*1e9:.2f} nV/sqrt(Hz)")
print(f"assumed mass = 0.34 m_e, Nc = {Nc:.3e} cm^-3")
print(f"degeneracy factor g = {degeneracy:.4f}")
print(f"depletion at assumed {surface_bend} V bending = {depletion*1e7:.2f} nm")
print(f"R increase from that depletion = {100*(t/(t-depletion)-1):.1f} %")
print(f"assumed contact resistance x width = {contact_RW:.0f} ohm cm each")
print(f"both contacts / film resistance = {100*R_contacts/R:.2f} %")
print(f"bias for estimates = {bias} V, field = {E0:.0f} V/cm")
print(f"number of carriers = {carriers:.2e}")
print(f"1/f corner, assumed Hooge parameter {hooge} = {corner/1e3:.2f} kHz")
print(f"RC corner, assumed stray {stray*1e15:.0f} fF = {f_stray/1e6:.2f} MHz")
print(f"dielectric relaxation corner = {f_dielectric/1e9:.1f} GHz")
print(f"quantum correction at that corner = {quantum:.2e}")
print(f"self-heating, assumed substrate 1 W/(m K) = {heating*1e3:.2f} mK")
print(f"field energy over 1 nm / kT = {E0*1e-7/VT:.2e}")
print(f"bias excess of diffusion noise = {device_excess:.2e}")
print(f"assumed mobility activation = {activation*1e3:.0f} meV")
print(f"relative change of S_V with T = {100*S_slope:.3f} %/K")
print("done: every assertion held")
```

Output:

```
walkers: source variance / (2 D n t) = 0.997
walkers: whiteness ratio = 0.985
walkers: neighbour-link correlation = 0.0006
disordered hopping: D/(mu kT/q) = 1.000000
exclusion: sites = 8, carriers = 4
exclusion: noise / (kT response) = 1.000000
exclusion: Fick-D noise / true noise = 1.7500
solver: L/L_D = 40, cells = 800
solver: max error of static Z = 1.3e-11 L_D/(sigma A)
solver: omega tau = 0.7, S_V/(4kTR) = 0.671141
solver: Re Z_LL/R at that frequency = 0.671141
solver: bias field = 0.1 (kT/q)/L_D
solver: bias excess = 2.5023e-04, formula = 2.5000e-04
network: noise / (4kTR) = 1.000000000
temperature = 300 K, kT/q = 25.852 mV
density = 1.0e+18 cm^-3, mobility = 10.0 cm^2/Vs
relative permittivity = 12
length = 100 um, width = 20 um, thickness = 50 nm
cross-section = 1.000e-08 cm^2
conductivity = 1.6022 S/cm
resistance = 624.15 kohm
diffusivity mu kT/q = 0.25852 cm^2/s
Debye length = 4.141 nm
source 4 q^2 D n = 2.6545e-20 A^2/(Hz cm)
impedance field = 6.2415e+07 ohm/cm
S_V from impedance field = 1.03408e-14 V^2/Hz
S_V from 4kTR = 1.03408e-14 V^2/Hz
voltage noise = 101.69 nV/sqrt(Hz)
assumed mass = 0.34 m_e, Nc = 4.975e+18 cm^-3
degeneracy factor g = 1.0707
depletion at assumed 0.1 V bending = 11.52 nm
R increase from that depletion = 29.9 %
assumed contact resistance x width = 20 ohm cm each
both contacts / film resistance = 3.20 %
bias for estimates = 1.0 V, field = 100 V/cm
number of carriers = 1.00e+08
1/f corner, assumed Hooge parameter 0.01 = 9.67 kHz
RC corner, assumed stray 50 fF = 5.10 MHz
dielectric relaxation corner = 240.0 GHz
quantum correction at that corner = 1.23e-04
self-heating, assumed substrate 1 W/(m K) = 15.87 mK
field energy over 1 nm / kT = 3.87e-04
bias excess of diffusion noise = 1.06e-10
assumed mobility activation = 30 meV
relative change of S_V with T = -0.053 %/K
done: every assertion held
```
